# Double-bounce reflectance of vertical light on pyramid-textured silicon

## Problem

Alkaline etching of a (100) silicon wafer leaves pyramids bounded by {111} facets. Take a regular array of equal, upright pyramids whose square bases touch. Unpolarised light of wavelength 630 nm arrives from air, perpendicular to the wafer. The refractive index of silicon is taken as $N=3.9$, a rough value for red light.

Find the angles of incidence $\theta_1$ and $\theta_2$ at the first two facets struck, each measured from the local facet normal. Then find the fraction $R_{12}$ of the incident power that remains in a ray after both reflections.

The facets are smooth, bare and large compared with the wavelength, so that rays may be used. The index is real, and light that enters the silicon is counted as lost from the reflected beam. The size of what this leaves out is examined at the end.

## First estimate

If each bounce returns a fraction $R$ of the power, $m$ bounces return $R^m$. The simplest choice for $R$ is the reflectance of a flat surface at normal incidence,

$$R_0=\left(\frac{N-1}{N+1}\right)^2=\left(\frac{2.9}{4.9}\right)^2=0.3503 .$$

Two bounces then give $R_0^2=0.123$. This estimate ignores the angles and the polarisation, and it assumes that there are two bounces.

## The two angles

The facet tilt $\alpha$ is the angle between the wafer normal [001] and the facet normal [111]:

$$\cos\alpha=\frac{1}{\sqrt3},\qquad \sin\alpha=\sqrt{\frac23},\qquad \tan\alpha=\sqrt2,\qquad \alpha=54.74^\circ .$$

Consider the valley between two facing facets. Let $x$ run across it and $z$ point upward. The left facet has outward normal $\mathbf n_1=(\sin\alpha,\cos\alpha)$, and the right one has $\mathbf n_2=(-\sin\alpha,\cos\alpha)$. Neither normal has a component along the valley, so the ray stays in the $xz$ plane.

The incoming direction is $\mathbf d_0=(0,-1)$. Let it strike the left facet. The ray runs against the outward normal, so the cosine of the angle of incidence is

$$\cos\theta_1=-\mathbf d_0\cdot\mathbf n_1=\cos\alpha,\qquad \theta_1=\alpha=54.74^\circ .$$

Reflection reverses the normal component of the direction:

$$\mathbf d_1=\mathbf d_0-2(\mathbf d_0\cdot\mathbf n_1)\mathbf n_1
=(2\sin\alpha\cos\alpha,\;2\cos^2\alpha-1)=(\sin2\alpha,\cos2\alpha).$$

Here $\cos2\alpha=2/3-1=-1/3$ and $\sin2\alpha=2\sqrt2/3$. The vertical component is negative: the reflected ray still travels downward, at $19.47^\circ$ below the horizontal, toward the right facet. There

$$\mathbf d_1\cdot\mathbf n_2=\cos2\alpha\cos\alpha-\sin2\alpha\sin\alpha=\cos3\alpha .$$

Hence $\cos\theta_2=-\cos3\alpha=\cos(180^\circ-3\alpha)$, and

$$\theta_2=180^\circ-3\alpha=15.79^\circ .$$

The identity $\cos3\alpha=4\cos^3\alpha-3\cos\alpha$ gives the cosine without rounding:

$$\cos\theta_2=\frac{1}{\sqrt3}\left(3-\frac43\right)=\frac{5}{3\sqrt3}=0.9623 .$$

For tilts from $45^\circ$ to $60^\circ$ every ray makes this second strike, and the same formula gives $\theta_2$. At $\alpha=45^\circ$ the first reflected ray is horizontal and $\theta_2=45^\circ$. At $\alpha=60^\circ$ the second incidence is normal, and the ray retraces its path to the first facet.

## Reflectance at each facet

Let $\theta_t$ be the refraction angle, with $\sin\theta=N\sin\theta_t$. The tangential electric and magnetic fields are continuous at the surface.

For s polarisation the electric field is perpendicular to the plane of incidence. With incident, reflected and transmitted amplitudes $1$, $r_s$ and $t$,

$$1+r_s=t,\qquad (1-r_s)\cos\theta=Nt\cos\theta_t .$$

The factor $N$ appears because the magnetic field in silicon is $N$ times larger for a given electric field. The minus sign appears because the reflected wave travels away from the surface. Eliminating $t$ gives

$$r_s=\frac{\cos\theta-N\cos\theta_t}{\cos\theta+N\cos\theta_t}.$$

For p polarisation the magnetic field is perpendicular to that plane. Counting $r_p$ as the ratio of reflected to incident magnetic field,

$$1+r_p=Nt,\qquad (1-r_p)\cos\theta=t\cos\theta_t .$$

Substituting $t=(1+r_p)/N$ into the second equation gives

$$r_p=\frac{N\cos\theta-\cos\theta_t}{N\cos\theta+\cos\theta_t}.$$

The incident and reflected beams lie in the same medium at equal angles, so the power reflectances are $R_s=r_s^2$ and $R_p=r_p^2$.

At the first facet $\theta_t=12.08^\circ$ and $\cos\theta_t=0.97784$, so $N\cos\theta_t=3.814$ and $N\cos\theta_1=2.252$:

$$R_{s1}=\left(\frac{0.577-3.814}{0.577+3.814}\right)^2=0.543,\qquad
R_{p1}=\left(\frac{2.252-0.978}{2.252+0.978}\right)^2=0.156 .$$

At the second, $\theta_t=4.00^\circ$ and $\cos\theta_t=0.99756$, so $N\cos\theta_t=3.890$ and $N\cos\theta_2=3.753$:

$$R_{s2}=\left(\frac{0.962-3.890}{0.962+3.890}\right)^2=0.364,\qquad
R_{p2}=\left(\frac{3.753-0.998}{3.753+0.998}\right)^2=0.336 .$$

## Combining the bounces

Both reflections have the same plane of incidence. Light that is s polarised at the first facet is therefore s polarised at the second, and likewise for p. The reflectances must be multiplied within each polarisation before averaging. Unpolarised light has half its power in each, so

$$R_{12}=\frac12\left(R_{s1}R_{s2}+R_{p1}R_{p2}\right)
=\frac12(0.1978+0.0523)=0.125 .$$

The double-bounce reflectance is 12.5 percent, which is 2.80 times smaller than that of flat silicon.

Linearly polarised light gives a second case. In one long groove the result would depend on the field direction: 0.198 for a field along the groove and 0.052 for a field across it. The pyramid array has two perpendicular sets of valleys, each receiving half the light. If the field makes an angle $\phi$ with $x$, the p share of the power is $\cos^2\phi$ in one set and $\sin^2\phi$ in the other. Averaged over both sets, each share is one half, so $R_{12}$ is again 0.125.

## Is there a third bounce?

Measure horizontal distances in units of half the pyramid base, with the valley bottom at $x=0$. The facets are then $z=\sqrt2\,|x|$. A ray that first strikes at $x=-a$ meets the right facet at $x=b$. Equating the slope between these points to that of $\mathbf d_1$ gives

$$\frac{\sqrt2(b-a)}{b+a}=\frac{\cos2\alpha}{\sin2\alpha}=-\frac{1}{2\sqrt2}
\;\Rightarrow\; 4(b-a)=-(b+a)\;\Rightarrow\; b=\frac{3a}{5}.$$

Let $y$ be the position along the valley, measured from the middle of the facet. The triangular facet covers $|y|<1-a$ at distance $a$, so it is wider lower down. Since $b<a$, every ray that strikes one facet does strike the facing one.

The second reflection gives

$$\mathbf d_2=\mathbf d_1-2\cos3\alpha\,\mathbf n_2=(\sin4\alpha,-\cos4\alpha)=\left(-\frac{4\sqrt2}{9},\frac79\right),$$

where $2\cos3\alpha\sin\alpha=\sin4\alpha-\sin2\alpha$ and $2\cos3\alpha\cos\alpha=\cos4\alpha+\cos2\alpha$ were used. The ray now rises to the left. It meets the plane of the left facet at $x=-c$, where

$$\frac{\sqrt2(c-b)}{c+b}=\frac{7}{4\sqrt2}\;\Rightarrow\;8(c-b)=7(c+b)\;\Rightarrow\;c=15b=9a .$$

There is facet at that point only if $9a<1-|y|$. Otherwise the ray passes over the pyramid and escapes. The projected area of the whole facet is $\int_0^1 2(1-a)\,da=1$, so the fraction of light that strikes a third time is

$$\int_0^{1/9}2(1-9a)\,da=2\left(\frac19-\frac1{18}\right)=\frac19 .$$

The third incidence is grazing:

$$\cos\theta_3=-\mathbf d_2\cdot\mathbf n_1=\frac{8-7}{9\sqrt3}=\frac{1}{9\sqrt3},\qquad\theta_3=86.32^\circ .$$

The Fresnel formulas give $R_{s3}=0.934$ and $R_{p3}=0.347$, and the triple product, averaged over polarisation, is $R_{123}=0.101$. After this bounce the direction is $\mathbf d_2+2\cos\theta_3\,\mathbf n_1=(-10\sqrt2,23)/27$. Its slope, 1.63 in magnitude, exceeds the facet slope $\sqrt2$, so the ray escapes. The full front reflectance in this model is

$$R=\frac89R_{12}+\frac19R_{123}=0.122,$$

about 2 percent below $R_{12}$, relative to $R_{12}$.

For a general tilt, $-\mathbf d_2\cdot\mathbf n_1=\cos5\alpha$. In the range from $45^\circ$ to $60^\circ$ this is positive, and a third strike is possible, only for $\alpha>54^\circ$. The {111} facet lies just beyond that threshold, which is why the third incidence is so oblique.

## Comparison with the estimate

The estimate $R_0^2=0.123$ lies about 2 percent below $R_{12}=0.125$, although the first incidence is far from normal. To see why, write $M=(R_s+R_p)/2$ and $\Delta=R_s-R_p$ at each facet. Then $R_s=M+\Delta/2$ and $R_p=M-\Delta/2$, and multiplying out gives

$$R_{12}=M_1M_2+\frac14\Delta_1\Delta_2=0.1224+0.0027 .$$

The second term is small because $\Delta_2=0.028$: near normal incidence the two polarisations reflect almost alike.

The first term is close to $R_0^2$ because, at this index, $M$ hardly changes between normal incidence and $\theta_1$. Put $\cos\theta/\cos\theta_t=e^{u}$ and $N=e^{L}$. Dividing the Fresnel formulas through by $\cos\theta_t$ or $\cos\theta$ turns them into

$$R_s=\tanh^2\frac{L-u}{2},\qquad R_p=\tanh^2\frac{L+u}{2}.$$

Their mean is even in $u$, so the linear terms cancel. With $w=(L-u)/2$, the second derivative of $\tanh^2w$ with respect to $w$ is $2\,\mathrm{sech}^4w-4\tanh^2w\,\mathrm{sech}^2w$. At $u=0$, $\tanh^2w=R_0$ and $\mathrm{sech}^2w=1-R_0$. Two factors of $\frac12$ convert to derivatives in $u$, and the Taylor series supplies another $\frac12$:

$$M\approx R_0+\frac{u^2}{4}(1-R_0)(1-3R_0).$$

The correction vanishes at $R_0=1/3$, and here $R_0=0.350$. At the first facet $u=-0.53$, and this term is about $-0.002$. The full Fresnel values give $M_1-R_0=0.3494-0.3503=-0.0009$, the difference being due to higher powers of $u$. The agreement is not a general property of two bounces: for $N=1.5$ the same formulas give $R_0^2=0.0016$ but $R_{12}=0.0031$.

## The model beside a real wafer

The inputs are rough values for bare, textured silicon of the kind used for solar cells, but the reflectance found here belongs to the regular array. The pyramid base is taken as 10000 nm, which is at the large end of such textures (smaller bases raise the diffraction spread estimated below in inverse proportion), and a rough wafer thickness is 150000 nm. Real pyramids vary in size and position, so some rays can make their second strike on a facet turned by $90^\circ$, where $\cos\theta_2=1/(3\sqrt3)$ and $\theta_2=78.9^\circ$. The effect of such paths on the reflectance is not computed here and should not be assumed small. Their facets can also be less steep than the ideal crystal angle. A tilt of $52^\circ$ gives $\theta_2=24^\circ$, no third bounce and a reflectance of 0.128. If an antireflection coating is added, the bare-surface values of $R_s$ and $R_p$ no longer apply.

The change of index across the visible range has a larger effect than this change of tilt. With the geometry fixed, $R_{12}$ falls to 0.112 for $N=3.7$, a rough value near 750 nm, and rises to 0.151 for $N=4.3$, roughly that near 500 nm. A native oxide 2 nm thick, treated as a single film of index 1.46, changes $R_{12}$ by about 0.0001. An extinction coefficient $k=0.02$ in the index changes it by less than 0.00001.

Diffraction sets a limit to the ray picture. A beam as wide as half the base spreads by roughly $630/5000$ radian, or $7.2^\circ$. Shifting $\theta_2$ by this amount either way moves $R_{12}$ between 0.123 and 0.128. The third bounce is less secure. Its rays come from the strip $a<1/9$, about $5000/9\approx560$ nm wide and so narrower than the wavelength, and they meet the facet only $3.7^\circ$ from grazing, less than the spread just found. The share $\frac19$ and the step from 0.125 to 0.122 are therefore results of the ray model only. These figures indicate the sensitivity and do not replace a wave calculation; for pyramids comparable with the wavelength, the ray result cannot be relied on.

Light that enters a pyramid high enough above its base can meet the opposite side from within. The refracted rays from the first and third bounces travel $47.3^\circ$ and $20.4^\circ$ below the horizontal, while the outward normal of the opposite side points $35.3^\circ$ above it. The internal incidence angles are the sums, $82.6^\circ$ and $55.7^\circ$. Both exceed the critical angle, $\arcsin(1/N)=14.9^\circ$, so this light is totally reflected, downward into the wafer.

Light from the second bounce travels $31.3^\circ$ below the horizontal. With half the base as the unit of length, it enters at a height of at most $\frac35\sqrt2=0.849$ and at least 1.4 from the far foot of the pyramid. Over that distance it falls by at least $1.4\tan31.26^\circ=0.850$, so it just passes below the opposite side and goes straight into the wafer. If a small change of shape or index let it meet that side, the incidence angle would be about $66.5^\circ$, again beyond the critical angle. In the wafer the absorption depth is $\lambda/(4\pi k)\approx2500$ nm, far less than the thickness, and return from the rear is negligible at 630 nm. At infrared wavelengths where silicon absorbs weakly, that return must be added.
